# Recovering a Shared Line Wiggle from X-ray Satellite Intensities: verification in Python

```python
"""
X-ray satellites of a grating whose lines share one sinusoidal wiggle.
Result under test: at q_x = 2 pi m/d, q_y = n K the intensity is that of the
straight grating times J_n(q_x A)^2, so A follows from a satellite ratio.
Symbols: d pitch, w line width, h height, A wiggle amplitude, L wiggle period,
K = 2 pi/L, m grating order, n satellite order, z = q_x A, t = J_1(z)/J_0(z),
R = t^2 the ratio of first satellite to central peak. Lengths are in nm.
"""
import numpy as np
from scipy.constants import physical_constants as pc, h as planck, c, e, alpha
from scipy.optimize import brentq
from scipy.special import jv, jn_zeros, erfc

pitch, width, height = 32.0, 14.0, 50.0
amp, period = 2.0, 400.0
energy_keV = 17.0
K = 2 * np.pi / period
m_main = 3
qx = 2 * np.pi * m_main / pitch
qx1 = 2 * np.pi / pitch
z_max = jn_zeros(0, 1)[0]


def area_field(q_x, q_y, phases, A=amp, w=width, periods=3, skew=0.0):
    """Integral of density * exp(-i q.r) over the area of the wiggling lines."""
    g, gw = np.polynomial.legendre.leggauss(24)
    count = 96 * periods
    y = (np.arange(count) + 0.5) * periods * period / count
    total = 0.0
    for j, phase in enumerate(phases):
        centre = j * pitch + A * np.sin(K * y + phase)
        x = centre[:, None] + 0.5 * w * g[None, :]
        density = 1 + skew * g[None, :]
        wave = density * np.exp(-1j * (q_x * x + q_y * y[:, None]))
        total += np.sum(wave @ gw) * 0.5 * w * periods * period / count
    return total


def recover(ratio, q_x):
    """Amplitude on the unique branch 0 < q_x A < first zero of J_0."""
    s = np.sqrt(ratio)
    return brentq(lambda z: jv(1, z) - s * jv(0, z), 0, z_max, xtol=1e-13) / q_x


# Satellite fields and intensities against direct area quadrature
common = np.full(6, 0.7)
for m in (1, 3, 4):
    q = 2 * np.pi * m / pitch
    straight = 6 * 3 * period * 2 * np.sin(q * width / 2) / q
    for n in range(-3, 4):
        formula = straight * (-1) ** n * jv(n, q * amp) * np.exp(0.7j * n)
        assert abs(area_field(q, n * K, common) - formula) < 1e-8 * abs(straight)
straight_field = abs(area_field(qx, 0, common, A=0.0))
# Between the satellites, at a zero of the finite-length peak, nothing is left
assert abs(area_field(qx, K * 4 / 3, common)) < 1e-9 * straight_field
# The wiggle only redistributes intensity
peaks = {n: abs(area_field(qx, n * K, common) / straight_field) ** 2
         for n in range(-12, 13)}
assert abs(sum(peaks.values()) - 1) < 1e-10

# The ratio does not depend on the line profile
R = peaks[1] / peaks[0]
other = [abs(area_field(qx, n * K, common, w=11.0, skew=0.5)) ** 2 for n in (0, 1)]
assert abs(other[1] / other[0] / R - 1) < 1e-9

# Alternating phases move odd satellites to half-integer grating orders
alternating = np.pi * np.arange(6)
q_half = 2 * np.pi * 2.5 / pitch
assert abs(area_field(qx, K, alternating)) < 1e-9 * straight_field
half_formula = 6 * 3 * period * 2 * np.sin(q_half * width / 2) / q_half
half_formula *= jv(1, q_half * amp)
assert abs(abs(area_field(q_half, K, alternating)) / abs(half_formula) - 1) < 1e-8
assert abs(area_field(q_half, 0, alternating)) < 1e-9 * straight_field


# Slope equation and monotonic rise of t on the unique branch
def t_of(z):
    return jv(1, z) / jv(0, z)


for z0 in (0.3, 1.2, 2.1):
    slope = (t_of(z0 + 1e-5) - t_of(z0 - 1e-5)) / 2e-5
    assert abs(slope / (1 - t_of(z0) / z0 + t_of(z0) ** 2) - 1) < 1e-6
z_grid = np.linspace(0, z_max - 1e-4, 20001)
assert np.all(np.diff(t_of(z_grid)) > 0)

# Small-wiggle inverse: coefficient of t^5 from the numerical remainder
t_small = t_of(0.1)
assert abs((0.1 - 2 * t_small + t_small ** 3) / t_small ** 5 - 5 / 6) < 0.01

# Recovery from the quadrature intensities
A_root = recover(R, qx)
t = np.sqrt(R)
A_first = 2 * t / qx
A_second = (2 * t - t ** 3) / qx
A_third = (2 * t - t ** 3 + 5 * t ** 5 / 6) / qx
A_three = 2 * np.sqrt(peaks[1]) / (qx * (np.sqrt(peaks[0]) + np.sqrt(peaks[2])))
assert abs(A_root - amp) < 1e-8 and abs(A_three - amp) < 1e-8

# A false amplitude shares R at the main order but fails at order 1
z_alias = brentq(lambda z: jv(1, z) + t * jv(0, z), z_max, jn_zeros(1, 1)[0])
A_alias = z_alias / qx
alias_R = [abs(area_field(qx, n * K, common, A=A_alias)) ** 2 for n in (0, 1)]
assert abs(alias_R[1] / alias_R[0] / R - 1) < 1e-8
R1 = abs(area_field(qx1, K, common) / area_field(qx1, 0, common)) ** 2
R1_alias = abs(area_field(qx1, K, common, A=A_alias)
               / area_field(qx1, 0, common, A=A_alias)) ** 2
assert abs(R1_alias / R1 - 1) > 0.5

# Counting error against simulated Poisson counts
central_counts = 20000
side_counts = R * central_counts
z = qx * amp
slope = 1 - t / z + t ** 2
gain = t / (z * slope)
rel_R = np.sqrt(1 / (2 * side_counts) + 1 / central_counts)
sigma_A = amp * 0.5 * rel_R * gain
rng = np.random.default_rng(5)
n0 = rng.poisson(central_counts, 20000)
n1 = rng.poisson(side_counts, 20000) + rng.poisson(side_counts, 20000)
sim_A = np.interp(np.sqrt(n1 / 2 / n0), t_of(z_grid), z_grid) / qx
# 20000 trials fix a standard deviation to about 0.5 percent
assert abs(sim_A.std() / sigma_A - 1) < 0.03

# Photon wavenumber: atomic units against SI
hartree_eV = pc["Hartree energy in eV"][0]
bohr_nm = pc["Bohr radius"][0] * 1e9
k = alpha * energy_keV * 1e3 / hartree_eV / bohr_nm
wavelength = 2 * np.pi / k
assert abs(wavelength / (planck * c / (energy_keV * 1e3 * e) * 1e9) - 1) < 1e-7


# Neglected effect: width constant along the normal, by exact boundary integral
def normal_width_A(L):
    kk = 2 * np.pi / L
    s = np.arange(512) * L / 512
    f, f1 = amp * np.sin(kk * s), amp * kk * np.cos(kk * s)
    f2 = -kk ** 2 * f
    norm = np.sqrt(1 + f1 ** 2)
    power = []
    for n in (0, 1):
        field = 0
        for side in (1, -1):
            X = f + side * width / 2 / norm
            Y = s - side * width / 2 * f1 / norm
            dY = 1 - side * width / 2 * f2 / norm ** 3
            field += side * np.mean(np.exp(-1j * (qx * X + n * kk * Y)) * dY)
        power.append(abs(field) ** 2)
    return recover(power[1] / power[0], qx)


A_normal = normal_width_A(period)
shift_ratio = (A_normal - amp) / (normal_width_A(2 * period) - amp)
assert abs(shift_ratio - 4) < 0.2   # the error falls as 1/L^2


# Neglected effect: amplitude growing linearly with height
def height_A(foot, top):
    g, gw = np.polynomial.legendre.leggauss(30)
    local = foot + (top - foot) * (g + 1) / 2
    power = []
    for n in (0, 1):
        qz = k - np.sqrt(k ** 2 - qx ** 2 - (n * K) ** 2)
        phase = np.exp(-1j * qz * height * g / 2)
        power.append(abs(np.sum(gw * jv(n, qx * local) * phase) / 2) ** 2)
    return recover(power[1] / power[0], qx)


assert abs(height_A(amp, amp) - amp) < 1e-4
A_mild = height_A(0.75 * amp, 1.25 * amp)
A_pinned = height_A(0.0, 2 * amp)


# Neglected effect: second harmonic in the wiggle, any relative phase
def harmonic(fraction, beta):
    theta = np.arange(256) * 2 * np.pi / 256
    f = amp * (np.sin(theta) + fraction * np.sin(2 * theta + beta))
    p = {n: abs(np.mean(np.exp(-1j * (qx * f + n * theta)))) ** 2
         for n in (-1, 0, 1)}
    mean_side = (p[1] + p[-1]) / 2
    return recover(mean_side / p[0], qx), abs(p[1] - p[-1]) / (2 * mean_side)


assert abs(harmonic(0.0, 0.0)[0] - amp) < 1e-9
scan = np.array([harmonic(0.1, b) for b in np.linspace(0, 2 * np.pi, 73)])

# Neglected effects: flat background and overlap of neighbouring peaks
background = 0.01
A_background = recover((peaks[1] + background * peaks[0])
                       / (peaks[0] * (1 + background)), qx)
divergence = 0.03
angle = K / k * 1e3
leak = 0.5 * erfc(angle / 2 / divergence / np.sqrt(2))
side = peaks[1] * (1 - 2 * leak) + leak * (peaks[0] + peaks[2])
centre = peaks[0] * (1 - 2 * leak) + 2 * leak * peaks[1]
A_overlap = recover(side / centre, qx)

# Strength of scattering in one silicon fin and phases across its height
cell = pc["lattice parameter of silicon"][0] * 1e9
electron_density = 8 * 14 / cell ** 3
fin_phase = pc["classical electron radius"][0] * 1e9 * wavelength
fin_phase *= electron_density * height
qz0 = k - np.sqrt(k ** 2 - qx ** 2)
qz1 = k - np.sqrt(k ** 2 - qx ** 2 - K ** 2)

print(f"pitch {pitch:.1f} nm, width {width:.1f} nm, height {height:.1f} nm")
print(f"wiggle amplitude put in {amp:.3f} nm, period {period:.1f} nm")
print(f"photon energy {energy_keV:.1f} keV, wavelength {wavelength:.5f} nm")
print(f"photon wavenumber k {k:.3f} 1/nm")
print(f"wiggle wavenumber K {K:.6f} 1/nm")
print(f"q_x at order 3: {qx:.6f} 1/nm, at order 1: {qx1:.6f} 1/nm")
print(f"z = q_x A at order 3: {z:.5f}, at order 1: {qx1 * amp:.5f}")
print(f"first zero of J_0: {z_max:.5f}")
print(f"largest A on unique branch, order 3: {z_max / qx:.3f} nm")
print(f"largest A on unique branch, order 1: {z_max / qx1:.3f} nm")
for n in range(4):
    print(f"order 3, n={n}: intensity / straight grating {peaks[n]:.6f}")
print(f"sum over n from -12 to 12: {sum(peaks.values()):.8f}")
print(f"ratio R at order 3: {R:.6f}, t = sqrt(R): {t:.6f}")
print(f"A from root search: {A_root:.5f} nm = {10 * A_root:.4f} angstrom")
print(f"A from 2t/q_x: {A_first:.4f} nm")
print(f"A from (2t-t^3)/q_x: {A_second:.4f} nm")
print(f"A from (2t-t^3+5t^5/6)/q_x: {A_third:.4f} nm")
print(f"A from three-peak formula: {A_three:.5f} nm")
print(f"alias: z {z_alias:.5f}, A {A_alias:.4f} nm")
print(f"ratio at order 1: true A {R1:.5f}, alias {R1_alias:.5f}")
print(f"central counts {central_counts}, each satellite {side_counts:.0f}")
print(f"slope dt/dz {slope:.5f}, error factor t/(z t') {gain:.5f}")
print(f"relative error of R {rel_R:.5f}")
print(f"error of A: formula {sigma_A:.5f} nm, simulated {sim_A.std():.5f} nm")
print("Recovered A when a neglected effect is present:")
print(f"  width constant along normal: {A_normal:.5f} nm")
print(f"  this shift, period 400 nm over 800 nm: {shift_ratio:.3f}")
print(f"  amplitude {0.75 * amp:.1f} nm at foot to {1.25 * amp:.1f} nm at top: "
      f"{A_mild:.4f} nm")
print(f"  amplitude 0 at foot to {2 * amp:.1f} nm at top: {A_pinned:.4f} nm")
print(f"  10 % second harmonic: {scan[:, 0].min():.4f} to "
      f"{scan[:, 0].max():.4f} nm")
print(f"  its largest +1/-1 asymmetry (I+ - I-)/(I+ + I-): {scan[:, 1].max():.4f}")
print(f"  background 1 % of central peak: {A_background:.4f} nm")
print(f"  peak overlap: {A_overlap:.4f} nm")
print(f"satellite angle {angle:.4f} mrad, rms divergence {divergence:.3f} mrad")
print(f"fraction leaking to each neighbour {leak:.6f}")
print(f"silicon electron density {electron_density:.1f} 1/nm^3")
print(f"X-ray phase shift in one fin {fin_phase:.5f} rad")
print(f"phase q_z h at order 3: {qz0 * height:.5f} rad")
print(f"its change from n=0 to n=1: {(qz1 - qz0) * height:.2e} rad")
print("all assertions hold")
```

Printed output:

```
pitch 32.0 nm, width 14.0 nm, height 50.0 nm
wiggle amplitude put in 2.000 nm, period 400.0 nm
photon energy 17.0 keV, wavelength 0.07293 nm
photon wavenumber k 86.151 1/nm
wiggle wavenumber K 0.015708 1/nm
q_x at order 3: 0.589049 1/nm, at order 1: 0.196350 1/nm
z = q_x A at order 3: 1.17810, at order 1: 0.39270
first zero of J_0: 2.40483
largest A on unique branch, order 3: 4.083 nm
largest A on unique branch, order 1: 12.248 nm
order 3, n=0: intensity / straight grating 0.465103
order 3, n=1: intensity / straight grating 0.242652
order 3, n=2: intensity / straight grating 0.023800
order 3, n=3: intensity / straight grating 0.000974
sum over n from -12 to 12: 1.00000000
ratio R at order 3: 0.521716, t = sqrt(R): 0.722299
A from root search: 2.00000 nm = 20.0000 angstrom
A from 2t/q_x: 2.4524 nm
A from (2t-t^3)/q_x: 1.8127 nm
A from (2t-t^3+5t^5/6)/q_x: 2.0908 nm
A from three-peak formula: 2.00000 nm
alias: z 3.25133, A 5.5196 nm
ratio at order 1: true A 0.04009, alias 0.41084
central counts 20000, each satellite 10434
slope dt/dz 0.90861, error factor t/(z t') 0.67477
relative error of R 0.00990
error of A: formula 0.00668 nm, simulated 0.00663 nm
Recovered A when a neglected effect is present:
  width constant along normal: 1.99936 nm
  this shift, period 400 nm over 800 nm: 4.009
  amplitude 1.5 nm at foot to 2.5 nm at top: 1.9932 nm
  amplitude 0 at foot to 4.0 nm at top: 1.8850 nm
  10 % second harmonic: 2.0018 to 2.0025 nm
  its largest +1/-1 asymmetry (I+ - I-)/(I+ + I-): 0.1250
  background 1 % of central peak: 2.0061 nm
  peak overlap: 2.0008 nm
satellite angle 0.1823 mrad, rms divergence 0.030 mrad
fraction leaking to each neighbour 0.001188
silicon electron density 699.2 1/nm^3
X-ray phase shift in one fin 0.00718 rad
phase q_z h at order 3: 0.10069 rad
its change from n=0 to n=1: 7.16e-05 rad
all assertions hold
```
